**K-point splitting in a triangular lattice of circular rods**

For an electric field along the rods, the three K-point plane waves split into a singlet at ω = cK/√(e0 + 2e1) and a doublet at ω = cK/√(e0 − e1). Here e0 is the mean permittivity, e1 its Fourier coefficient at the shortest reciprocal vectors, K = 4π/(3a), and a is the period. The program asserts that quadrature over a rod reproduces the three-wave matrix eigenvalues and the field shares. It also asserts that the error of the first-order law falls about fourfold when the contrast is halved, that the second-order sum agrees with a many-wave solution at low contrast, and that holes reverse the level order. A finite-difference solution, which uses no Fourier coefficients, must agree with the many-wave frequencies within 0.05%. For PTFE rods in air with a 20 mm period, the output gives a splitting of 1.016 GHz to first order, 0.971 GHz from the three-wave formula and 1.055 GHz with many waves. The program also estimates the effects of finite crystal width, material and size tolerances, end gaps and losses; finite width is the largest of these.

## Verification by program

```python
# Result under test: in a triangular lattice of circular rods with the electric
# field along the rods, the three plane waves at the K point split into
#   singlet  w = c K / sqrt(e0 + 2 e1),   doublet  w = c K / sqrt(e0 - e1),
# e0 = mean permittivity, e1 = Fourier coefficient of the permittivity at the
# shortest reciprocal vectors, G = sqrt(3) K,  K = 4 pi / (3 a).
# eb, er: permittivity of host and rod; r: rod radius / period.
# Inside the functions the period a = 1 and the speed of light = 1.
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import eigsh
from scipy.linalg import eigh
from scipy.special import j1, jn_zeros
from scipy.constants import c, mu_0, pi

K = 4 * pi / 3
G = np.sqrt(3) * K
KVEC = np.array([K, 0.0])
B1 = 2 * pi * np.array([1.0, -1 / np.sqrt(3)])
B2 = 2 * pi * np.array([0.0, 2 / np.sqrt(3)])
CELL = np.sqrt(3) / 2


def fill(r):
    return pi * r**2 / CELL


def shape(x):
    x = np.asarray(x, dtype=float)
    safe = np.where(x < 1e-9, 1.0, x)
    return np.where(x < 1e-9, 1.0, 2 * j1(safe) / safe)


def coefficients(eb, er, r):
    f = fill(r)
    return eb + f * (er - eb), f * (er - eb) * float(shape(G * r))


def three_wave(eb, er, r):
    e0, e1 = coefficients(eb, er, r)
    return K / np.sqrt(e0 + 2 * e1), K / np.sqrt(e0 - e1)


def first_order(eb, er, r):
    e0, e1 = coefficients(eb, er, r)
    w0 = K / np.sqrt(e0)
    return w0 * (1 - e1 / e0), w0 * (1 + e1 / (2 * e0))


def plane_waves(k, cut):
    m = np.arange(-25, 26)
    m1, m2 = np.meshgrid(m, m, indexing="ij")
    p = k + m1.reshape(-1, 1) * B1 + m2.reshape(-1, 1) * B2
    return p[np.linalg.norm(p, axis=1) < cut * K]


def permittivity_matrix(p, eb, er, r):
    d = np.linalg.norm(p[:, None, :] - p[None, :, :], axis=2)
    return eb * np.eye(len(p)) + fill(r) * (er - eb) * shape(d * r)


def many_wave(eb, er, r, k=KVEC, cut=16.1):
    p = plane_waves(k, cut)
    lam = eigh(np.diag(np.sum(p**2, axis=1)),
               permittivity_matrix(p, eb, er, r), eigvals_only=True)
    return np.sqrt(lam[:4])


def second_order_terms(eb, er, r, cut=16.1):
    p = plane_waves(KVEC, cut)
    p2 = np.sum(p**2, axis=1) / K**2
    inner = np.abs(p2 - 1) < 1e-6
    m = permittivity_matrix(p, eb, er, r)[np.ix_(~inner, inner)]
    e0 = coefficients(eb, er, r)[0]
    out = []
    for v in (np.ones(3) / np.sqrt(3), np.array([1, -1, 0]) / np.sqrt(2)):
        out.append(np.sum((m @ v)**2 / (e0 * (p2[~inner] - 1))))
    return out


def finite_difference(eb, er, r, n=60, sub=9):
    # triangular grid, six neighbours; permittivity averaged over grid cells
    u = (np.arange(n * sub) - sub // 2) / (n * sub)
    u = (u + 0.5) % 1.0 - 0.5
    x, y = np.meshgrid(u, u, indexing="ij")
    inside = (x**2 + y**2 + x * y < r**2).astype(float)
    share = inside.reshape(n, sub, n, sub).mean(axis=(1, 3)).ravel()
    eps = eb + (er - eb) * share

    def shift(phase):
        s = sp.lil_matrix((n, n), dtype=complex)
        for i in range(n - 1):
            s[i, i + 1] = 1
        s[n - 1, 0] = np.exp(1j * phase)
        return s.tocsr()
    one = sp.identity(n, format="csr")
    t1 = sp.kron(shift(K), one, format="csr")
    t2 = sp.kron(one, shift(K / 2), format="csr")
    t3 = t1 @ t2.conj().T
    hop = t1 + t2 + t3
    lap = (2 * n**2 / 3) * (hop + hop.conj().T - 6 * sp.identity(n * n))
    d = sp.diags(1 / np.sqrt(eps))
    start = np.random.default_rng(1).normal(size=n * n).astype(complex)
    lam, vec = eigsh((-d @ lap @ d).tocsc(), k=3, sigma=0.0, v0=start)
    order = np.argsort(lam)
    field = (d @ vec)[:, order]
    centre = np.abs(field[0])**2 / np.mean(np.abs(field)**2, axis=0)
    return np.sqrt(lam[order]), centre


# ---- example parameters (rough values for PTFE rods in air) ----
a_mm, r_mm, h_mm = 20.0, 3.0, 8.0
eb, er = 1.0, 2.1
r = r_mm / a_mm
unit = c * 1e-6 / (2 * pi * a_mm)      # dimensionless frequency -> GHz
e0, e1 = coefficients(eb, er, r)
f, J = fill(r), float(shape(G * r))

# ---- exactly three waves of length K, mutual distance G ----
near = plane_waves(KVEC, 1.01)
assert len(near) == 3
assert np.allclose(np.linalg.norm(near, axis=1), K)
for i, j in ((0, 1), (1, 2), (2, 0)):
    assert abs(np.linalg.norm(near[i] - near[j]) - G) < 1e-10

# ---- permittivity matrix and field shares by quadrature over the rod ----
xg, wg = np.polynomial.legendre.leggauss(30)
rad = r * (xg + 1) / 2
ang = 2 * pi * np.arange(64) / 64
weight = (wg * r / 2 * rad)[:, None] * np.full(64, 2 * pi / 64) / CELL
pos = np.stack([rad[:, None] * np.cos(ang), rad[:, None] * np.sin(ang)], -1)
wave = np.exp(1j * pos @ near.T)
overlap = np.einsum("ab,abi,abj->ij", weight, wave.conj(), wave)
eig3 = np.linalg.eigvalsh(eb * np.eye(3) + (er - eb) * overlap)
assert np.allclose(eig3, [e0 - e1, e0 - e1, e0 + 2 * e1], atol=1e-10)
turn = np.exp(2j * pi / 3)
v_s = np.ones(3) / np.sqrt(3)
v_d = np.array([1, turn, turn**2]) / np.sqrt(3)
share_s = np.sum(weight * np.abs(wave @ v_s)**2)
share_d = np.sum(weight * np.abs(wave @ v_d)**2)
assert abs(share_s - f * (1 + 2 * J)) < 1e-10
assert abs(share_d - f * (1 - J)) < 1e-10

# ---- sign of e1 for all rods that do not overlap ----
assert G * 0.5 < jn_zeros(1, 1)[0]

# ---- first-order law: remainder falls fourfold when contrast is halved ----
remainder = []
for contrast in (0.04, 0.02):
    w = many_wave(1.0, 1.0 + contrast, r)
    s1, d1 = first_order(1.0, 1.0 + contrast, r)
    remainder.append([w[0] - s1, w[1] - d1])
ratio = np.array(remainder[0]) / np.array(remainder[1])
assert np.all(np.abs(ratio - 4) < 0.25), ratio

# ---- second-order sum against the many-wave solution ----
w = many_wave(1.0, 1.02, r)
a0, a1 = coefficients(1.0, 1.02, r)
true_extra = np.array([K**2 / w[0]**2 - a0 - 2 * a1,
                       K**2 / w[1]**2 - a0 + a1])
extra_ratio = true_extra / np.array(second_order_terms(1.0, 1.02, r))
assert np.all(np.abs(extra_ratio - 1) < 0.03), extra_ratio

# ---- holes: the doublet is the lower level ----
holes = many_wave(er, eb, r)
assert abs(holes[1] - holes[0]) < 1e-8 and holes[2] - holes[1] > 0.01

# ---- example: many waves, cutoff check, finite differences ----
full = many_wave(eb, er, r)
coarse = many_wave(eb, er, r, cut=10.1)
assert np.max(np.abs(coarse[:3] / full[:3] - 1)) < 1e-4
assert abs(full[2] - full[1]) < 1e-8
fd, centre = finite_difference(eb, er, r)
assert np.max(np.abs(fd / full[:3] - 1)) < 5e-4   # grid error (K h)^2/32
assert abs(fd[2] / fd[1] - 1) < 2e-4
assert centre[0] > 2.5 and np.max(centre[1:]) < 1e-3

w0 = K / np.sqrt(e0)
s1, d1 = first_order(eb, er, r)
s3, d3 = three_wave(eb, er, r)
x_s, x_d = second_order_terms(eb, er, r)
s2, d2 = K / np.sqrt(e0 + 2 * e1 + x_s), K / np.sqrt(e0 - e1 + x_d)
assert abs(s2 - full[0]) < abs(s3 - full[0])
assert abs(d2 - full[1]) < abs(d3 - full[1])


# ---- effects outside the ideal model ----
def split_mhz(er_, r_):
    low, high = three_wave(eb, er_, r_)
    return 1e3 * unit * (high - low)


base = split_mhz(er, r)
d_er, d_r_mm, gap_mm = 0.05, 0.05, 0.05
shift_er = split_mhz(er + d_er, r) - base
shift_r = split_mhz(er, (r_mm + d_r_mm) / a_mm) - base
er_gap = h_mm / ((h_mm - gap_mm) / er + gap_mm)
shift_gap = split_mhz(er_gap, r) - base
periods = 30
off = many_wave(eb, er, r, k=KVEC + np.array([pi / periods, 0.0]))
tan_delta, sigma = 3e-4, 3.5e7
f_s = unit * full[0]
skin_mm = 1e3 / np.sqrt(pi * f_s * 1e9 * mu_0 * sigma)
energy_share = er * share_s / (e0 + 2 * e1)
loss_d = 1e3 * f_s * tan_delta * energy_share
loss_p = 1e3 * f_s * skin_mm / h_mm
plate_floor = c * 1e-6 / (2 * h_mm * np.sqrt(er))
assert plate_floor > unit * full[1]


def show(label, value, digits=4, name=""):
    print(f"{label}: {value:.{digits}f} {name}".rstrip())


show("period a", a_mm, 1, "mm")
show("rod radius R", r_mm, 1, "mm")
show("plate spacing", h_mm, 1, "mm")
show("host permittivity", eb, 2)
show("rod permittivity (rough)", er, 2)
show("K", K / a_mm, 5, "1/mm")
show("G", G / a_mm, 5, "1/mm")
show("filling fraction f", f, 5)
show("G R", G * r, 5)
show("J = 2 J1(GR)/(GR)", J, 5)
show("mean permittivity e0", e0, 5)
show("coupling e1", e1, 5)
show("e1/e0", e1 / e0, 5)
show("G R for touching rods", G / 2, 4)
show("first positive zero of J1", jn_zeros(1, 1)[0], 4)
show("share of |E|^2 in rods, singlet", share_s, 4)
show("share of |E|^2 in rods, doublet", share_d, 4)
show("unsplit level", unit * w0, 4, "GHz")
for name, lo, hi in (("first order", s1, d1), ("three waves", s3, d3),
                     ("with second-order terms", s2, d2),
                     ("many waves", full[0], full[1])):
    print(f"{name}: singlet {unit*lo:.4f}, doublet {unit*hi:.4f}, "
          f"splitting {unit*(hi-lo):.4f} GHz")
print("finite differences, three levels:", np.round(unit * fd, 4), "GHz")
print(f"second-order terms: singlet {x_s:.5f}, doublet {x_d:.5f}")
show("singlet intensity at rod centre / mean (grid)", centre[0], 3)
print(f"largest doublet value of the same ratio: {np.max(centre[1:]):.1e}")
print("remainder ratio on halving contrast (singlet, doublet):",
      np.round(ratio, 3))
print("true / predicted second-order term (singlet, doublet):",
      np.round(extra_ratio, 4))
print(f"holes, same radius: doublet {unit*holes[0]:.4f}, "
      f"singlet {unit*holes[2]:.4f} GHz")
print(f"crystal width: {periods} periods = {periods*a_mm:.0f} mm")
print("levels at offset pi/L from K:", np.round(unit * off[:3], 4), "GHz")
show("doublet spread at that offset", 1e3 * unit * (off[2] - off[1]), 1, "MHz")
show(f"splitting change, rod permittivity +{d_er}", shift_er, 1, "MHz")
show(f"splitting change, radius +{d_r_mm} mm", shift_r, 1, "MHz")
show(f"splitting change, total end gap {gap_mm} mm", shift_gap, 1, "MHz")
print(f"rough loss tangent {tan_delta:.0e}, plate conductivity {sigma:.1e} S/m")
show("singlet linewidth from rods", loss_d, 2, "MHz")
show("singlet linewidth from plates", loss_p, 2, "MHz")
show("lower bound of higher plate modes", plate_floor, 3, "GHz")
print("tests ok")
```

Running it gives:

```
period a: 20.0 mm
rod radius R: 3.0 mm
plate spacing: 8.0 mm
host permittivity: 1.00
rod permittivity (rough): 2.10
K: 0.20944 1/mm
G: 0.36276 1/mm
filling fraction f: 0.08162
G R: 1.08828
J = 2 J1(GR)/(GR): 0.85908
mean permittivity e0: 1.08978
coupling e1: 0.07713
e1/e0: 0.07078
G R for touching rods: 3.6276
first positive zero of J1: 3.8317
share of |E|^2 in rods, singlet: 0.2219
share of |E|^2 in rods, doublet: 0.0115
unsplit level: 9.5726 GHz
first order: singlet 8.8951, doublet 9.9113, splitting 1.0163 GHz
three waves: singlet 8.9594, doublet 9.9305, splitting 0.9710 GHz
with second-order terms: singlet 8.8622, doublet 9.9266, splitting 1.0644 GHz
many waves: singlet 8.8712, doublet 9.9261, splitting 1.0548 GHz
finite differences, three levels: [8.8698 9.9241 9.9243] GHz
second-order terms: singlet 0.02744, doublet 0.00078
singlet intensity at rod centre / mean (grid): 3.870
largest doublet value of the same ratio: 1.4e-08
remainder ratio on halving contrast (singlet, doublet): [3.941 3.985]
true / predicted second-order term (singlet, doublet): [0.9985 1.0027]
holes, same radius: doublet 6.9161, singlet 7.3051 GHz
crystal width: 30 periods = 600 mm
levels at offset pi/L from K: [ 8.8504  9.8045 10.0728] GHz
doublet spread at that offset: 268.4 MHz
splitting change, rod permittivity +0.05: 36.9 MHz
splitting change, radius +0.05 mm: 22.3 MHz
splitting change, total end gap 0.05 mm: -10.7 MHz
rough loss tangent 3e-04, plate conductivity 3.5e+07 S/m
singlet linewidth from rods: 1.00 MHz
singlet linewidth from plates: 1.00 MHz
lower bound of higher plate modes: 12.930 GHz
tests ok
```
